# Quasistatic Child-law expansion of a planar implantation sheath, part 1

(Sections cited here and not found follow in the second part.)

## 1. Child flow behind a moving edge

Suppose first that the ions are too heavy to move. A flat target occupies the plane $x=0$, and a uniform plasma of singly charged ions, with density $n_0$, fills $x>0$. At $t=0$ the target is stepped to the potential $-V_0$. The electrons retreat and leave bare ions between the target and a plane $x=s_0$. Beyond that plane the plasma is neutral and has zero potential. With frozen ions nothing further happens, so the width $s_0$ follows from electrostatics alone.

Atomic units are used in the algebra: the elementary charge is 1, and Poisson's equation carries the factor $4\pi$. Let $F(x)$ be the magnitude of the electric field, which points towards the target. It vanishes at the sheath edge $s$. The field at $x$ is produced by the ions between $x$ and the edge,

$$
F(x)=4\pi\int_x^s n(x')\,dx' .
$$

The voltage is the integral of this field. Exchanging the order of integration gives

$$
V_0=\int_0^s F\,dx
=4\pi\int_0^s n(x')\left[\int_0^{x'}dx\right]dx'
=4\pi\int_0^s x\,n(x)\,dx .
$$

Each ion thus contributes to the voltage in proportion to its distance from the target. For the frozen ions $n=n_0$, so

$$
V_0=4\pi n_0\int_0^{s_0}x\,dx=2\pi n_0s_0^2,
\qquad
s_0=\sqrt{\frac{V_0}{2\pi n_0}} .
$$

This region of uniform bare ions is the matrix sheath.

The same rule shows why a sheath with mobile ions must grow. Imagine that the ions originally in $0<x<b$ have been absorbed by the target while all others are still in place. The voltage condition becomes

$$
V_0=4\pi n_0\int_b^s x\,dx=2\pi n_0(s^2-b^2),
\qquad s=\sqrt{s_0^2+b^2}.
$$

Ions moved towards the target support less voltage, and ions absorbed there support none. At fixed voltage the edge has to uncover new ions farther out. The rate of this growth is set by how fast the ion flow carries charge inwards.

### Assumptions and natural scales

Let the ions now have a finite mass $M$. They start cold, cross the sheath without collisions and are absorbed at the target. The voltage is constant after the step, and no electrons are emitted. The electron temperature $T_e$, expressed as an energy, is much smaller than $V_0$, so the sheath edge is treated as sharp. The step is short compared with the ion response time, but long enough for the electrons to leave. The target is wide compared with $s$, which makes the problem planar.

An ion that falls from rest through the whole voltage reaches the speed

$$
u_0=\sqrt{\frac{2V_0}{M}} .
$$

The ion plasma frequency is $\omega_{\rm pi}=\sqrt{4\pi n_0/M}$. Inserting $V_0=2\pi n_0s_0^2$ into $u_0^2$ gives

$$
u_0^2=\frac{2(2\pi n_0s_0^2)}{M}
=\frac{4\pi n_0}{M}\,s_0^2
=\omega_{\rm pi}^2s_0^2,
\qquad u_0=\omega_{\rm pi}s_0 .
$$

The ion response time is therefore $1/\omega_{\rm pi}=s_0/u_0$.

### The current at a given width

The quasistatic approximation takes the ion flow at each instant to be the steady flow that belongs to the instantaneous width. Let $\psi(x)$ be the potential drop from the edge to $x$, so that $\psi(s)=0$ and $\psi(0)=V_0$. Since $F=-\psi'$ and $F'=-4\pi n$, Poisson's equation is $\psi''=4\pi n$.

In a steady potential an ion's energy is conserved, and its speed towards the target is $v=\sqrt{2\psi/M}$. The flux towards the target, $J=nv$, is independent of $x$. Hence

$$
\psi''=\frac{4\pi J}{v}=4\pi J\sqrt{\frac M2}\,\psi^{-1/2}.
$$

Multiply by $\psi'$ and integrate from the edge, where both $\psi$ and $\psi'$ vanish:

$$
\frac12(\psi')^2=8\pi J\sqrt{\frac M2}\,\psi^{1/2},
\qquad
-\psi'=4\sqrt{\pi J}\left(\frac M2\right)^{1/4}\psi^{1/4}.
$$

The minus sign appears because the drop decreases as $x$ increases. Dividing by $\psi^{1/4}$ and integrating from the target to the edge gives

$$
\frac43V_0^{3/4}=4\sqrt{\pi J}\left(\frac M2\right)^{1/4}s .
$$

Squaring both sides and solving for $J$ yields the Child law,

$$
J_{\rm C}=\frac{1}{9\pi}\sqrt{\frac2M}\,\frac{V_0^{3/2}}{s^2}.
$$

To express it in the natural scales, write $V_0^{3/2}=V_0\,V_0^{1/2}$. The factor $V_0^{1/2}\sqrt{2/M}$ is $u_0$, and the remaining $V_0$ is $2\pi n_0s_0^2$. Therefore

$$
J_{\rm C}=\frac29\,n_0u_0\left(\frac{s_0}{s}\right)^2 .
$$

Two properties of this flow are needed below. Integration from a general $x$ to the edge, instead of from the target, gives $\psi=V_0(1-x/s)^{4/3}$. The speed is then $v=u_0(1-x/s)^{2/3}$, and the time to cross the sheath is

$$
t_{\rm cross}=\int_0^s\frac{dx}{v}
=\frac{s}{u_0}\int_0^1z^{-2/3}\,dz=\frac{3s}{u_0},
\qquad z=1-\frac xs .
$$

The field at the target is $4V_0/(3s)$. By Gauss's law the number of ions in flight per unit area is this field divided by $4\pi$:

$$
N_{\rm C}=\frac{V_0}{3\pi s}=\frac23\,\frac{n_0s_0^2}{s}.
$$

### The speed of the edge

The edge speed must be connected to the ion flux with care, because the number of ions in the sheath changes while the edge moves. Let $J(x,t)$ be the actual, possibly nonuniform, flux towards the target. Since this flux points towards negative $x$, particle conservation reads $\partial n/\partial t=\partial J/\partial x$. Just inside the edge the ions have only now been uncovered, so $n=n_0$ and $J=0$ there. Differentiating the field integral gives

$$
\frac{1}{4\pi}\frac{\partial F}{\partial t}
=n_0\frac{ds}{dt}+\int_x^s\frac{\partial J}{\partial x'}\,dx'
=n_0\frac{ds}{dt}-J(x,t),
$$

and hence

$$
J(x,t)+\frac1{4\pi}\frac{\partial F}{\partial t}=n_0\frac{ds}{dt}.
$$

The left side is the sum of the ion current and the displacement current. The sum is the same at every $x$, although neither part need be.

Now integrate over the sheath. Because $F(s,t)=0$, the moving upper limit adds nothing, and

$$
\int_0^s\frac{\partial F}{\partial t}\,dx
=\frac{d}{dt}\int_0^sF\,dx=\frac{dV_0}{dt}=0 .
$$

The displacement current averages to zero, which leaves

$$
n_0\frac{ds}{dt}=\frac1s\int_0^sJ(x,t)\,dx .
$$

Within the stated model this holds at all times after the step, whether or not the flow is quasistatic. The edge speed is fixed by the spatial average of the ion flux, not by the flux at the target.

In Child flow the flux is uniform and equals its average. Thus

$$
\frac{ds}{dt}=\frac29\,u_0\left(\frac{s_0}{s}\right)^2,
\qquad
s^2\,ds=\frac29\,s_0^2u_0\,dt .
$$

Starting this equation from the matrix width, $s(0)=s_0$, and integrating gives

$$
\frac{s^3-s_0^3}{3}=\frac29\,s_0^2u_0t,
\qquad
s^3=s_0^3+\frac23\,s_0^2u_0t .
$$

Division by $s_0^3$ and use of $u_0/s_0=\omega_{\rm pi}$ produce

$$
\boxed{\,s=s_0\left[1+\frac23\,\omega_{\rm pi}t\right]^{1/3}\,}
$$

For $\omega_{\rm pi}t\gg1$ the width approaches $(2s_0^2u_0t/3)^{1/3}$, which scales as $V_0^{1/2}n_0^{-1/3}M^{-1/6}t^{1/3}$. The growth slows because a wider sheath carries a smaller Child current.

### Where the quasistatic step is weak

The flow can follow the edge if an ion crosses before the width changes much. The time scale of expansion is $s/(ds/dt)$, so the relevant ratio is

$$
\frac{t_{\rm cross}}{s/(ds/dt)}
=\frac{3}{u_0}\frac{ds}{dt}
=\frac23\left(\frac{s_0}{s}\right)^2 .
$$

At the initial width it equals $2/3$, which is not small. The starting state is also not a Child sheath: the matrix sheath contains $n_0s_0$ ions per unit area, while a Child sheath of the same width contains $2n_0s_0/3$. The initial condition therefore defines the quasistatic model but does not describe the first ion response. The model becomes consistent once $s^2\gg s_0^2$.

The in-flight ions also matter for the implanted dose. Of the $n_0s$ ions uncovered per unit area, $N_{\rm C}$ have not yet arrived. The late dose is

$$
D=n_0\left(s-\frac23\frac{s_0^2}{s}\right).
$$

### Supply from the plasma

At long times the edge becomes so slow that an ion flow from the plasma towards the sheath cannot be neglected. The simplest estimate replaces the plasma at rest by one that already drifts towards the target at the Bohm speed $u_{\rm B}=\sqrt{T_e/M}$, with density $n_0$. Relative to the edge its ions arrive at speed $ds/dt+u_{\rm B}$, so

$$
\frac{ds}{dt}+u_{\rm B}=\frac29\,u_0\left(\frac{s_0}{s}\right)^2 .
$$

This estimate does not describe the early growth into a plasma at rest. Disturbances travel through the plasma at about $u_{\rm B}$. While the edge moves much faster than that, the ions ahead of it stay nearly at rest, and the equation without supply applies. A flow towards the sheath develops only as the edge slows to about $u_{\rm B}$. The presheath then also lowers the density, so the supply is smaller than assumed here and the sheath grows wider than this estimate. In the drifting model the edge approaches

$$
s_{\rm c}=s_0\sqrt{\frac{2u_0}{9u_{\rm B}}},
$$

and the equation can be written $ds/dt=u_{\rm B}(s_{\rm c}^2-s^2)/s^2$. Since

$$
\frac{s^2}{s_{\rm c}^2-s^2}=-1+\frac{s_{\rm c}^2}{s_{\rm c}^2-s^2},
$$

separating the variables and integrating from $s_0$ gives

$$
u_{\rm B}t=\left[s_{\rm c}\,{\rm artanh}\frac{s'}{s_{\rm c}}-s'\right]_{s'=s_0}^{s'=s}.
$$

The first departure from the cube-root law is simpler. Put $y=s/s_0$, $y_{\rm c}=s_{\rm c}/s_0$, $\theta=\omega_{\rm pi}t$ and $\beta=u_{\rm B}/u_0=2/(9y_{\rm c}^2)$. Then $y^2\,dy/d\theta=2/9-\beta y^2$, and integration gives

$$
y^3=1+\frac23\theta-3\beta\int_0^\theta y^2\,d\theta' .
$$

In the small last term use the uncorrected relation $d\theta=(9/2)y^2dy$. The integral is $(9/10)(y^5-1)$, so the term equals $-(3/5)(y^5-1)/y_{\rm c}^2$. A small change in $y^3$ is $3y^2\,\delta y$, and therefore

$$
\frac{\delta s}{s}\simeq-\frac15\,\frac{s^2}{s_{\rm c}^2}\left(1-\frac{s_0^5}{s^5}\right).
$$

In a drifting plasma the cube-root law thus needs $s_0^2\ll s^2\ll s_{\rm c}^2$. For a plasma at rest the upper condition is weaker. The cube-root edge speed equals $u_{\rm B}s_{\rm c}^2/s^2$, which stays above $u_{\rm B}$ as long as $s<s_{\rm c}$.

### A worked case

Take round parameters: an energy $V_0$ of 50000 eV for an ion that falls through the full voltage, an electron temperature of 1 eV, a density of $10^{-14}$ Å$^{-3}$ and an ion mass of 40 u. The matrix width is $s_0=2.351\times10^8$ Å and the full-voltage speed is $u_0=4.911\times10^6$ Å/ns. Their quotient is

$$
\omega_{\rm pi}=\frac{4.911\times10^6}{2.351\times10^8}\ {\rm ns}^{-1}
=0.0209\ {\rm ns}^{-1}.
$$

The ion response time is therefore 48 ns, and the voltage must rise faster than this to count as a step. If the voltage instead rises linearly over several hundred nanoseconds, the sheath 1000 ns after the start of the rise is narrower than the result below.

At 1000 ns, $\omega_{\rm pi}t=20.89$, and

$$
\frac{s}{s_0}=\left[1+\frac23(20.89)\right]^{1/3}=(14.93)^{1/3}=2.462 .
$$

The quasistatic width is $2.462\times2.351\times10^8$ Å $=5.79\times10^8$ Å, or 57.9 mm, so the planar result needs a target much wider than this. The crossing time is $3(2.462)/0.0209\simeq354$ ns, and the ratio of crossing time to expansion time is $(2/3)/2.462^2=0.11$.

For the plasma supply, $u_{\rm B}/u_0=\sqrt{T_e/(2V_0)}=0.00316$, which gives $s_{\rm c}/s_0=8.38$. At 1000 ns the edge still moves at $(8.38/2.462)^2\simeq11.6$ times the Bohm speed, so a plasma initially at rest supplies almost nothing. For a plasma that drifts at the Bohm speed from the start, the estimated change in width is $-0.2(2.462/8.38)^2$, or about $-1.7$ percent. Integration of the supply model gives $5.69\times10^8$ Å, which is lower than the cube-root width by the same 1.7 percent.

## 2. Ion paths and what each derivation assumes

The second derivation follows individual ions and does not use the Child law. It takes over these definitions: $s(t)$ is the sheath width, $s_0=\sqrt{V_0/(2\pi n_0)}$ the matrix width, $\omega_{\rm pi}=\sqrt{4\pi n_0/M}$ the ion plasma frequency, and $u_0=\omega_{\rm pi}s_0$ the speed gained through the full voltage $V_0$. The target is at $x=0$. The first derivation gave $ds/dt=(2/9)u_0(s_0/s)^2$ and, with $s(0)=s_0$, the cube-root law $s=s_0[1+(2/3)\omega_{\rm pi}t]^{1/3}$. Two general relations are also used: the voltage is $V_0=4\pi\int_0^s x\,n\,dx$, and $n_0\,ds/dt$ equals the spatial average of the ion flux.

From here to the comparison with the worked case, lengths are measured in $s_0$, times in $1/\omega_{\rm pi}$, speeds in $u_0$ and densities in $n_0$. The cube-root law then reads $s^3=1+2t/3$. Plasma supply at the Bohm speed is set aside, so each ion is at rest until the edge passes it.

Quasistatic Child flow has given the cube-root law for the sheath width, which becomes consistent once $s^2\gg s_0^2$ and holds while plasma supply is negligible. It remains to derive the late growth from the paths of individual ions, without assuming Child flow, and to find how far the width departs from that law.

Numbers in the example were calculated in double precision.
